# Dielectric head and f-sum rule for insulators with nonlocal potentials, part 2

We seek the f-sum rule for the dielectric head $\varepsilon_{nn}$ of an insulator of independent electrons with $H=\tfrac12p^2+V_{\rm loc}+V_{\rm nl}$, where $V_{\rm nl}$ is static, Hermitian, nonlocal and short ranged. Hartree atomic units are used.

Filled states are $v$, empty states $c$, and $\Delta=e_c-e_v$. The wavevector is $\mathbf q=q\mathbf n$ with $|\mathbf n|=1$; $x=\mathbf n\cdot\mathbf r$ in commutators, and primes mean $\partial_n=\mathbf n\cdot\nabla_{\mathbf k}$. The velocity is $\mathbf v=\mathbf p+i[V_{\rm nl},\mathbf r]$. For one bound electron,

$$\sum_{m\ne v}\frac{2|\mathbf n\cdot\mathbf v_{mv}|^2}{e_m-e_v}=1-\langle v|[[V_{\rm nl},x],x]|v\rangle,\tag{3}$$

An oscillator with $V_{\rm nl}=D|0\rangle\langle0|$ has a single transition from its ground state, with $v_{10}/p_{10}=(\omega_0-D)/\omega_0$.

In a crystal of $N_k$ cells of volume $\Omega$, the periodic functions $u_{n\mathbf k}$ are eigenstates of $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, and

$$\partial_nH(\mathbf k)=\mathbf n\cdot\mathbf v(\mathbf k),\qquad \partial_n^2H(\mathbf k)=1-[[V_{\rm nl},x],x](\mathbf k).\tag{4}$$

For a projector of strength $D$ with plane-wave components $b$,

$$\langle\partial_n^2H\rangle=1+2D\left[(b'\cdot u)^2+(b''\cdot u)(b\cdot u)\right].\tag{5}$$

With $\theta$ real, for any nondegenerate level,

$$u_c'=i\theta\,u_c+\sum_{m\ne c}u_m\frac{\mathbf n\cdot\mathbf v_{mc}}{e_c-e_m}.\tag{6}$$

The pair density $\rho_{mn}=\langle u_{m,\mathbf k+\mathbf q}|u_{n\mathbf k}\rangle$ obeys

$$\rho_{cv}(\mathbf k,\mathbf q)=\frac{\mathbf q\cdot\mathbf v_{cv}(\mathbf k)}{e_{c\mathbf k}-e_{v\mathbf k}}+O(q^2).\tag{7}$$

With occupations $f$ per spin and complex frequency $z$,

$$\chi^0_{00}(\mathbf q,z)=\frac2{\Omega N_k}\sum_{\mathbf k,n,m}\frac{(f_{n\mathbf k}-f_{m,\mathbf k+\mathbf q})|\rho_{mn}|^2}{z+e_{n\mathbf k}-e_{m,\mathbf k+\mathbf q}}.\tag{9}$$

$$\chi^0_{00}\to\frac2{\Omega N_k}\sum_{\mathbf kvc}\frac{|\mathbf q\cdot\mathbf v_{cv}|^2}{\Delta^2}\left[\frac1{z-\Delta}-\frac1{z+\Delta}\right].\tag{10}$$

The random-phase head is $\varepsilon_{00}=1-4\pi\chi^0_{00}/q^2$, so at $z=iu$

$$\varepsilon_{nn}(iu)=1+\frac{16\pi}{\Omega N_k}\sum_{\mathbf kvc}\frac{|\mathbf n\cdot\mathbf v_{cv}|^2}{\Delta(\Delta^2+u^2)}.\tag{11}$$

With local fields, $\varepsilon_M=\varepsilon_{00}-wB^{-1}\tilde w$, with wings $w,\tilde w$ and body $B$.

The model cell has edges $a_a=4.5,5,6$ bohr, $V_{\rm loc}=-V_0\sum_a\cos(2\pi x_a/a_a)$, $V_0=0.5$ Ha, one Gaussian projector ($\sigma=1$ bohr, $D=0.2$ Ha), one filled band and 209 fixed plane waves (cutoff 10 Ha). At $\mathbf k_0=(0.31,0.17,0.23)$ (reduced), along $\mathbf n=(1,2,2)/3$, the three lowest empty levels have $\Delta=0.39469,0.45177,0.55695$ Ha, $\mathbf n\cdot\mathbf v_{cv}=0.21941,0.14338,0.21692$ and $\mathbf p$-to-$\mathbf v$ ratios $1.29,1.24,1.32$.

## 6. The first frequency moment

For $z=\omega+i\eta$ define $L(s)=\eta/(s^2+\eta^2)$, so that ${\rm Im}\,(s+i\eta)^{-1}=-L(s)$. From (10),

$${\rm Im}\,\varepsilon_{nn}=\frac{8\pi}{\Omega N_k}\sum_{\mathbf kvc}\frac{|\mathbf n\cdot\mathbf v_{cv}|^2}{\Delta^2}\,[L(\omega-\Delta)-L(\omega+\Delta)],$$

and $L\to\pi\delta$ as $\eta\to0$. The moment can be taken at finite $\eta$. The function $\omega[L(\omega-\Delta)-L(\omega+\Delta)]$ is even in $\omega$, so its integral over $(0,A)$ is half the integral over $(-A,A)$. With $s=\omega-\Delta$, the first part is $\int_{-A-\Delta}^{A-\Delta}(s+\Delta)L(s)\,ds$. The term $\Delta L$ tends to $\pi\Delta$. The term $sL$ is odd, and it leaves an interval of length $2\Delta$ on which $|sL|\approx\eta/A$, which vanishes as $A\to\infty$. The second part gives $-\pi\Delta$ in the same way, so half the difference is $\pi\Delta$ for every $\eta$. Both terms are needed, because $\int_0^A\omega L(\omega-\Delta)\,d\omega$ alone grows as $\eta\ln A$. Hence

$$\int_0^\infty\omega\,{\rm Im}\,\varepsilon_{nn}\,d\omega=\frac{8\pi^2}{\Omega N_k}\sum_{\mathbf kvc}\frac{|\mathbf n\cdot\mathbf v_{cv}|^2}{\Delta}=\frac\pi2\cdot\frac{8\pi}\Omega S_{vv},\qquad S_{vv}=\frac1{N_k}\sum_{\mathbf kvc}\frac{2|\mathbf n\cdot\mathbf v_{cv}|^2}{\Delta}.\tag{12}$$

The same sum governs high frequency, since (11) gives $u^2[\varepsilon_{nn}(iu)-1]\to8\pi S_{vv}/\Omega$ for $u\gg\Delta$. Local fields do not alter this coefficient within the random-phase approximation. The $1/z$ term of any element of $\chi^0$ is the expectation value of the commutator of two density operators, which is zero, so each wing falls as $1/z^2$, $B\to1$, and $wB^{-1}\tilde w$ falls as $1/z^4$.

Both forms are tested on the $4^3$ grid. Quadrature of $\omega\,{\rm Im}\,\varepsilon_{xx}$ with $\eta=0.1$ Ha gives 0.218012 Ha². Equation (12) with $S_{vv,x}=0.74551$ gives $8\pi/135=0.18617$, $0.18617\times0.74551=0.13879$ and $(\pi/2)\times0.13879=0.21801$ Ha², and the required relative agreement is $10^{-5}$. The finite-$q$ sum (9) at $u=1000$ Ha gives $u^2(\varepsilon_{nn}-1)=0.142398$ Ha², and $8\pi S_{vv}/\Omega$ along the same $\mathbf n$ is 0.142398 Ha², with a required relative agreement of $10^{-4}$.

## 7. The sum rule at one k-point

For a nondegenerate band the Hellmann–Feynman theorem gives $e_v'=\langle u_v|H'|u_v\rangle$. Differentiating again, $e_v''=\langle H''\rangle_v+2\,{\rm Re}\langle u_v|H'|u_v'\rangle$. Insert (6) for $u_v'$. The term $i\theta\langle u_v|H'|u_v\rangle$ is imaginary and drops out, which leaves

$$\sum_{m\ne v}\frac{2|\mathbf n\cdot\mathbf v_{mv}|^2}{e_m-e_v}=\langle\partial_n^2H\rangle_{v\mathbf k}-\partial_n^2e_{v\mathbf k}.\tag{13}$$

Sum over the filled bands. A pair $v,v'$ appears twice, with equal numerators and opposite denominators, and cancels, so only $m=c$ remains:

$$\sum_{vc}\frac{2|\mathbf n\cdot\mathbf v_{cv}|^2}{\Delta}=\sum_v\langle\partial_n^2H\rangle_{v\mathbf k}-\partial_n^2\sum_ve_{v\mathbf k}.\tag{14}$$

Each side of (14) is a trace over the filled subspace and is smooth as long as the gap is open, so (14) extends by continuity to points where filled bands touch.

Two limits check (13). For free electrons $H(\mathbf k)$ is diagonal in plane waves, all interband velocities vanish, and $e''=1$, so the rule reads $0=1-1$. For cells so far apart that the band is flat, $e''=0$ and (13) becomes (3).

The tests compare the two sides with the curvature taken from a five-point finite difference of eigenvalues, to $10^{-6}$ a.u. At $\mathbf k_0$ with one band, $0.78860-0.25592=0.53268$ against a sum of $0.53269$, equal within rounding. The three levels of the table supply $2(0.21941)^2/0.39469+2(0.14338)^2/0.45177+2(0.21692)^2/0.55695=0.2439+0.0910+0.1690=0.5039$, or 95% of that sum. Counting two bands as filled tests the cancellation of the $v,v'$ pair: $1.83785-0.89043=0.94742$, equal to the sum. The second band alone has $\langle\partial_n^2H\rangle=1.83785-0.78860=1.049$, above 1, while the first has 0.789, so the correction (5) takes both signs in one model. At $\Gamma$ along $x$ the curvature removes most of the weight, $0.75237-0.57014=0.18223$.

## 8. Integrating over the zone

In a complete basis $H(\mathbf k+\mathbf G)=e^{-i\mathbf G\cdot\mathbf r}H(\mathbf k)e^{i\mathbf G\cdot\mathbf r}$ has the spectrum of $H(\mathbf k)$, so $E(\mathbf k)=\sum_ve_{v\mathbf k}$ is periodic and can be written $E=\sum_{\mathbf R}t_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$. Its curvature $-\sum_{\mathbf R}(\mathbf n\cdot\mathbf R)^2t_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ has no $\mathbf R=0$ term and averages to zero over the zone. Then (14) and (12) give the f-sum rule for an insulator with a static nonlocal potential:

$$\int_0^\infty\omega\,{\rm Im}\,\varepsilon_{nn}\,d\omega=\frac\pi2\omega_{\rm eff}^2,\qquad\omega_{\rm eff}^2=\frac{8\pi}\Omega M,\qquad M=\sum_v\overline{\langle1-[[V_{\rm nl},x],x]\rangle_{v\mathbf k}},\tag{15}$$

where the bar is the zone average. For $V_{\rm nl}=0$, $M$ is the number of filled bands $N_v$, the electron density is $n_e=2N_v/\Omega$, and $\omega_{\rm eff}^2=4\pi n_e$ in every direction. With $V_{\rm nl}$ the moment is a ground-state expectation value that can depend on $\mathbf n$ and in general does not count electrons.

For a partly filled band the average carries an occupation $f(e)$, and integration by parts over the periodic zone gives $\overline{f e''}=\overline{(-df/de)(e')^2}\ge0$. The interband sum of a metal falls short of $M$ by this Fermi-surface term. It is the weight of the intraband transitions, for which $\rho_{nn}\to1$ and (7) and (10) do not apply.

On a finite grid the curvature is aliased. Take the shifted grid with reduced coordinates $(j+\tfrac12)/N$ along each axis. For a lattice vector with integer component $l$, the average of $e^{2\pi il(j+1/2)/N}$ over $j=0,\dots,N-1$ is a geometric sum that vanishes unless $l=mN$, when it equals $e^{i\pi m}$. Therefore

$$S_{vv}-M\big|_N=\sum_{\mathbf m\ne0}(-1)^{m_1+m_2+m_3}(\mathbf n\cdot\mathbf R_{\mathbf m})^2\,t_{\mathbf R_{\mathbf m}},\tag{16}$$

with $\mathbf R_{\mathbf m}$ the vectors of the $N$-fold supercell and both $S_{vv}$ and $M$ evaluated on the grid. The decay of $t_{\mathbf R}$ follows from analyticity. If $H(\mathbf k)$ is analytic in $\mathbf k$, as it is for Gaussian projectors, then $E(\mathbf k)$ is a contour integral of the resolvent around the filled levels, and it stays analytic for $|{\rm Im}\,k_x|\le\kappa$ with some $\kappa>0$ while the gap keeps the contour free of eigenvalues. Moving the $k_x$ path in $t_{\mathbf R}=\overline{E\,e^{-i\mathbf k\cdot\mathbf R}}$ down to $k_x-i\kappa$ for $R_x>0$, where the end pieces cancel by periodicity, gives $|t_{\mathbf R}|\le Ce^{-\kappa|R_x|}$. The leading terms of (16) along $x$ are then bounded by a constant times $(Na_x)^2e^{-\kappa Na_x}$.

| $N$ | $S_{vv,x}$ | $M_x$ | $\max_a\lvert S-M\rvert$ | $\varepsilon_{xx}(0)$ |
|---|---|---|---|---|
| 2 | 0.47971 | 0.79607 | $3.2\times10^{-1}$ | 1.29875 |
| 4 | 0.74551 | 0.79283 | $4.7\times10^{-2}$ | 1.85200 |
| 8 | 0.79180 | 0.79248 | $6.8\times10^{-4}$ | 2.03324 |
| 12 | 0.79243 | 0.79248 | $5.0\times10^{-5}$ | 2.03763 |

The $N=2$ grid reduces by symmetry to the point $(\tfrac14,\tfrac14,\tfrac14)$, where the finite-difference curvature is 0.31636 and $0.79607-0.31636=0.47971$, so the whole deficit is curvature. A power law in $1/N$ would reduce the error by equal factors on each doubling, whereas the factors are $0.047/0.32=0.15$ and $0.00068/0.047=0.014$. The program requires the second to be less than half the first, which excludes a single power over these grids and is consistent with exponential decay without proving it. It also requires $|S-M|<10^{-3}$ at $N=12$.

From $N=8$ to $N=12$ the error falls only by $5.0\times10^{-5}/6.8\times10^{-4}=0.07$, more slowly than from $N=4$ to $N=8$ over the same increment of $N$. A fixed, truncated set of $\mathbf G$ offers a mechanism. Equation (14) remains exact for the finite matrix $H(\mathbf k)$, but periodicity does not, and the mean curvature along $x$ becomes the boundary term $(a_x/2\pi)[\partial_xE(\pi/a_x)-\partial_xE(-\pi/a_x)]$ averaged over the zone face, which no grid removes. That this term accounts for most of the residual at $N=12$ is a conjecture, since the program does not isolate it. The basis test that is made concerns $\varepsilon(0)$ at $N=4$, which changes by $4.6\times10^{-5}$ of its value when the cutoff goes from 10 to 14 Ha.

At $N=12$, $S_{vv}=0.7924,\ 0.7849,\ 0.7724$ along $x,y,z$, and $M=0.7925,\ 0.7849,\ 0.7724$. The control with $D=0$ at $N=8$ gives $0.99991,\ 0.99998,\ 0.99999$, required to be within $10^{-3}$ of 1. The bare plasma frequency is $\sqrt{8\pi/135}=\sqrt{0.18617}=0.4315$ Ha = 11.74 eV. Along $x$, $\omega_{\rm eff}=\sqrt{0.18617\times0.79248}=0.3841$ Ha = 10.45 eV, and along $y$ and $z$ it is 0.3823 Ha = 10.40 eV and 0.3792 Ha = 10.32 eV. Read as an electron count, the moment gives $2M=1.585,\ 1.570,\ 1.545$ per cell in place of 2.

The static head converges more slowly than the sum rule in this model. Relative to the $N=12$ values, $\varepsilon_{xx}-1$ is low by 18% at $N=4$ and 0.4% at $N=8$, while $S_{vv,x}$ is low by 6% and 0.08%. The static sum weights each transition by an extra $1/\Delta^2$, so the two sums need not converge alike; the program does not resolve which parts of the zone produce the larger error. A satisfied f-sum rule does not certify the static head to the same accuracy, and the static head, which omits local fields and is therefore not the macroscopic constant $\varepsilon_M$, is quoted to three figures: 2.04, 2.09 and 2.22 along $x,y,z$. Along $(1,2,2)/3$ this gives $(2.0376+4\times2.0869+4\times2.2233)/9=2.14$, compared with 2.07 on the $4^3$ grid. Writing (11) as $\varepsilon(0)-1=(8\pi S_{vv}/\Omega)/\bar\Delta^2$ defines $\bar\Delta^{-2}$ as the mean of $\Delta^{-2}$ weighted by oscillator strength. Along $x$, $\bar\Delta=0.3841/\sqrt{1.0376}=0.377$ Ha, which lies above the smallest direct gap of 0.285 Ha as such a mean must.

## 9. The sum that counts electrons, and the use of p alone

Let $g_v(\mathbf k)=\langle u_v|\mathbf n\cdot(\mathbf p+\mathbf k)|u_v\rangle$. It is periodic in a complete basis, because $u_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{\mathbf k}$ and $(\mathbf p+\mathbf k+\mathbf G)e^{-i\mathbf G\cdot\mathbf r}=e^{-i\mathbf G\cdot\mathbf r}(\mathbf p+\mathbf k)$. Differentiating the explicit $\mathbf k$ gives 1, differentiating the states gives twice a real part, and (6) gives

$$\partial_ng_v=1-\sum_{m\ne v}\frac{2\,{\rm Re}[(\mathbf n\cdot\mathbf p_{mv})^*\,\mathbf n\cdot\mathbf v_{mv}]}{e_m-e_v},$$

where the $i\theta$ term drops out because $g_v$ is real. In the sum over filled bands the pair $v,v'$ has numerators that are real parts of complex-conjugate products and opposite denominators, so it cancels. The zone average of $\partial_n\sum_vg_v$ vanishes by periodicity, and

$$S_{pv}=\overline{\sum_{vc}\frac{2\,{\rm Re}[(\mathbf n\cdot\mathbf p_{cv})^*\,\mathbf n\cdot\mathbf v_{cv}]}{\Delta}}=N_v\tag{17}$$

for any short-ranged $V_{\rm nl}$. Since $2/\Delta>0$, the sum $\overline{\sum(2/\Delta)\,a_{cv}^*a'_{cv}}$ is a scalar product, and the Cauchy–Schwarz inequality applied to (17) gives

$$S_{pp}\,S_{vv}\ge N_v^2,\tag{18}$$

with equality when $\mathbf n\cdot\mathbf p_{cv}$ and $\mathbf n\cdot\mathbf v_{cv}$ have one common real ratio for all transitions, as in the oscillator with its single transition. If $M<N_v$, then $S_{pp}\ge N_v^2/M>N_v>M$: the sum with $\mathbf p$ alone lies above both the true moment and the electron count. If $M>N_v$ the bound falls below $N_v$ and fixes no such order.

At $N=12$ the model gives $S_{pv}=0.99994,\ 0.99998,\ 0.99999$, required to be within $10^{-3}$ of 1, and $S_{pp}=1.269,\ 1.281,\ 1.303$, required to exceed 1.05. Along $x$ the lower bound is $1/0.79243=1.262$ and the product is $1.26856\times0.79243=1.005$. By the equality condition, a product this close to 1 means that the weighted vectors of $\mathbf p_{cv}$ and $\mathbf v_{cv}$ elements are nearly parallel in this model, in line with the ratios 1.24 to 1.32 found at $\mathbf k_0$.

Replacing $\mathbf v$ by $\mathbf p$ in (11) gives static heads of 2.61, 2.72 and 3.01 in place of 2.04, 2.09 and 2.22. Along $x$, $(2.6129-1)/(2.0376-1)=1.55$, and the ratios along $y$ and $z$ are 1.58 and 1.65. In the oscillator this ratio is $|p_{10}/v_{10}|^2=S_{pp}/S_{vv}$ exactly. In the crystal the two ratios average $|p_{cv}/v_{cv}|^2$ with different weights, $|v_{cv}|^2/\Delta^3$ and $|v_{cv}|^2/\Delta$, and along $x$ they are 1.55 and $1.26856/0.79243=1.60$. The size and sign of these deviations belong to this model, a repulsive s projector acting on a band of s character. An implementation of the head can be checked against (15) with $M$ computed from the occupied states, or against (17) with the band count, provided the sums run over all empty states of the basis and the grid and cutoff are converged far enough for the zone-averaged derivative terms to vanish, whereas comparing $S_{vv}$ with $N_v$ is valid only when the averaged double commutator in (15) vanishes, as it does for a local Hamiltonian.

## Calculated quantities

```
cell (bohr): 4.50 5.00 6.00; volume 135.00 bohr^3
V0 = 0.5 Ha, sigma = 1.0 bohr, D = 0.2 Ha, Ecut = 10.0 Ha
plane waves: 209; electrons per cell: 2
test k (reduced): 0.31 0.17 0.23; direction n: 0.3333 0.6667 0.6667
commutator vs dH/dk, d2H/dk2 max error (a.u.): 3.8e-08 3.5e-08
Delta, c=1..3 (Ha): 0.39469 0.45177 0.55695
n.p_cv (a.u.): 0.28282 0.17745 0.28715
n.i[Vnl,r]_cv (a.u.): -0.06341 -0.03407 -0.07023
n.v_cv (a.u.): 0.21941 0.14338 0.21692
n.v_cv/Delta (bohr): 0.55590 0.31739 0.38949
n.p_cv/Delta (bohr): 0.71656 0.39280 0.51558
rho/q at q=0.001 1/bohr (bohr): 0.55643 0.31742 0.38989
(rho(q)-rho(-q))/2q (bohr): 0.55590 0.31739 0.38949
error ratio of rho, q vs q/2: 4.002
test k, 1 band: sum, <d2H>, curvature (a.u.): 0.53269 0.78860 0.25592
test k, 2 bands: sum, <d2H>, curvature (a.u.): 0.94742 1.83785 0.89043
Gamma, n=x: sum, <d2H>, curvature (a.u.): 0.18223 0.75237 0.57014
k=(1/4,1/4,1/4), n=x: sum, <d2H>, curvature (a.u.): 0.47971 0.79607 0.31636
N=2: S_vv,x 0.47971 M_x 0.79607 max|S-M| 3.2e-01 eps_xx(0) 1.29875
N=4: S_vv,x 0.74551 M_x 0.79283 max|S-M| 4.7e-02 eps_xx(0) 1.85200
N=8: S_vv,x 0.79180 M_x 0.79248 max|S-M| 6.8e-04 eps_xx(0) 2.03324
N=12: S_vv,x 0.79243 M_x 0.79248 max|S-M| 5.0e-05 eps_xx(0) 2.03763
fundamental gap: 0.1519 Ha = 4.13 eV
smallest direct gap: 0.2850 Ha
valence band width: 0.1691 Ha
N=12 Svv (x y z, dimensionless): 0.79243 0.78485 0.77239
N=12 M (x y z, dimensionless): 0.79248 0.78486 0.77240
N=12 Spv (x y z, dimensionless): 0.99994 0.99998 0.99999
N=12 Spp (x y z, dimensionless): 1.26856 1.28116 1.30341
N=8, D=0 control S (x y z): 0.99991 0.99998 0.99999
relative change of eps(0), Ecut 10 -> 14 Ha, N=4: 4.6e-05
N=4 chi0_00(q,0)/q^2, q=0.01, 0.005 1/bohr (a.u.): -0.085054 -0.085052
N=4 chi0_00/q^2 from k.p (a.u.): -0.085052
N=4 eps_nn(0): finite q 2.068817 2.068797; k.p 2.068790
N=4 eps_nn(i 0.5 Ha): finite q 1.356547 1.356547; k.p 1.356547
error ratio of static head, q vs q/2: 3.985
N=4 u^2(eps_nn(iu)-1), u=1000 Ha: 0.142398 Ha^2
N=4 8 pi S_vv,nn/Omega: 0.142398 Ha^2
N=4 int w Im eps_xx dw, eta=0.1 Ha: 0.218012 Ha^2
N=4 (pi/2) 8 pi S_vv,x/Omega: 0.218012 Ha^2
N=12 eps(0) with v (xx yy zz): 2.0376 2.0869 2.2233
N=12 eps(0) with p (xx yy zz): 2.6129 2.7210 3.0139
(eps_p-1)/(eps_v-1): 1.5544 1.5834 1.6463
bare plasma frequency: 0.43147 Ha = 11.741 eV
omega_eff (x y z): 0.38410 0.38225 0.37921 Ha = 10.452 10.402 10.319 eV
effective electrons per cell 2M (x y z): 1.5850 1.5697 1.5448
```
